**Spin-resolved core ionization: summed weights and main lines of carbon**

For a neutral of spin S with a closed core orbital, the intensities summed over all ionic states of spin S+1/2 and S-1/2 stand in the ratio (S+1):S, in the sudden limit with a common dipole factor and no spin-orbit coupling. M is the neutral's spin projection, W the summed weight of one ion spin, F the fraction of W in its main line, and K the 1s-2p exchange integral. The program asserts the spin-resolved weights and their sums with explicit spin matrices for S from 0 to 3 and every M. For a correlated carbon atom with S = 1 it asserts summed weights of 4/3 and 2/3 for both M = 1 and M = 0, and it asserts that the unrelaxed splitting is 3K. The output gives a summed ratio of 2.000 but a main-line ratio of 1.905, because F is 0.720 for the quartet and 0.756 for the doublet. The main-line splitting is 3.33 eV, against 1.32 eV from the unrelaxed single configuration. Further lines size the effects of the dipole factor, 1s correlation, spin-orbit coupling and lifetime width; these are estimates, not measured values.

## Verification by program

```python
# Result under test: removing one electron from a closed core orbital of a
# system with spin S gives ions of spin S+1/2 and S-1/2 with total intensities
# (all ionic states of each spin summed) in the ratio (S+1) : S.
# Symbols: M = spin projection of the initial state, sigma = removed spin,
# W = summed weight of one ion spin, F = part of W held by its main line,
# K = exchange integral between 1s and 2p.  "hi" / "lo" = high / low ion spin.
# Example: carbon atom, term 3P (S = 1), 1s ionization to quartet and doublet.
import numpy as np
import mpmath
from scipy import constants as const
from scipy.linalg import eigh_tridiagonal
from pyscf import gto, scf, fci, ao2mo, lib
from pyscf.fci import cistring
from pyscf.fci.addons import des_a, des_b, cre_b
from pyscf.fci.direct_spin1 import absorb_h1e, contract_2e
from pyscf.fci.spin_op import contract_ss

lib.num_threads(1)
EV = const.physical_constants["Hartree energy in eV"][0]


# ---------- spin algebra for general S, from explicit spin matrices ----------
def spin_matrices(s):
    m = s - np.arange(int(round(2 * s)) + 1)
    up = np.diag(np.sqrt(s * (s + 1) - m[1:] * (m[1:] + 1)), 1)
    return (up + up.T) / 2, (up - up.T) / 2j, np.diag(m)


core_spin = spin_matrices(0.5)
for twice_s in range(0, 7):
    s = twice_s / 2
    valence = spin_matrices(s)
    dim = twice_s + 1
    total = [np.kron(c, np.eye(dim)) + np.kron(np.eye(2), v)
             for c, v in zip(core_spin, valence)]
    val, vec = np.linalg.eigh(sum(t @ t for t in total))
    high = vec[:, abs(val - (s + 0.5) * (s + 1.5)) < 1e-8]
    weight_hi = np.sum(abs(high)**2, axis=1).reshape(2, dim)
    for j in range(dim):
        m = s - j
        for sigma in (0.5, -0.5):
            left = 1 if sigma > 0 else 0      # remaining core spin is -sigma
            rule = (s + 1 - 2 * sigma * m) / (2 * s + 1)
            assert abs(weight_hi[left, j] - rule) < 1e-10
        w_hi = weight_hi[:, j].sum()
        assert abs(w_hi * s - (2 - w_hi) * (s + 1)) < 1e-10


# ---------- carbon atom: orbitals and correlated initial state ----------
def carbon_orbitals(basis):
    mol = gto.M(atom="C 0 0 0", basis={"C": basis}, spin=0, verbose=0)
    occ = np.zeros(mol.nao)
    occ[:2] = 2
    occ[2:5] = 2 / 3                          # spherical average of 2p^2
    mf = scf.RHF(mol)
    mf.get_occ = lambda mo_energy=None, mo_coeff=None: occ
    mf.conv_tol = 1e-11
    mf.kernel()
    assert mf.converged and np.ptp(mf.mo_energy[2:5]) < 1e-6
    c = mf.mo_coeff
    h = c.T @ mf.get_hcore() @ c
    eri = ao2mo.restore(1, ao2mo.full(mol, c), mol.nao)
    return mol, c, h, eri


def ground_state(h, eri, n, nelec, ecore=0.0):
    solver = fci.direct_spin1.FCI()
    solver.conv_tol = 1e-12
    solver.max_cycle = 200
    energy, ci = solver.kernel(h, eri, n, nelec, ecore=ecore)
    return energy, np.asarray(ci)


def has_1s(n, k):
    return (np.asarray(cistring.make_strings(range(n), k)) & 1) == 1


def frozen_core_state(h, eri):
    n = len(h)
    ecore = 2 * h[0, 0] + eri[0, 0, 0, 0]
    hv = h[1:, 1:] + 2 * eri[0, 0, 1:, 1:] - eri[1:, 0, 0, 1:]
    v = np.ascontiguousarray(eri[1:, 1:, 1:, 1:])
    energy, ci = ground_state(hv, v, n - 1, (3, 1), ecore)
    a, b = has_1s(n, 4), has_1s(n, 2)
    full = np.zeros((len(a), len(b)))
    full[np.ix_(a, b)] = ci.reshape(a.sum(), b.sum())
    return energy, full


def spin_parts(v, n, nelec):
    """Split a vector holding only quartets and doublets."""
    low = (3.75 * v - contract_ss(v, n, nelec).reshape(v.shape)) / 3
    return v - low, low


def removal_weights(state, n, nelec):
    """Rows: removed spin up, down.  Columns: quartet, doublet weight."""
    na, nb = nelec
    rows = []
    for remove, left in ((des_a, (na - 1, nb)), (des_b, (na, nb - 1))):
        v = np.asarray(remove(state, n, nelec, 0))
        hi, lo = spin_parts(v, n, left)
        check = contract_ss(lo, n, left).reshape(lo.shape) - 0.75 * lo
        assert np.linalg.norm(check) < 1e-4   # limited by the CI vector
        rows.append([np.sum(hi**2), np.sum(lo**2)])
    return np.array(rows)


# ---------- core-hole spectrum by Lanczos recursion ----------
def main_line(start, h, eri, nelec, spin_square, steps=80):
    """Energy and weight of the strongest line, and the mean energy."""
    n = len(h)
    h2e = absorb_h1e(h, eri, n, nelec, 0.5)
    link = tuple(cistring.gen_linkstr_index_trilidx(range(n), k)
                 for k in nelec)
    allowed = ~np.outer(has_1s(n, nelec[0]), has_1s(n, nelec[1]))
    shape = start.shape
    vecs = np.zeros((steps, start.size))
    vecs[0] = start.ravel() / np.linalg.norm(start)
    alpha, beta = [], []
    for k in range(steps):
        w = contract_2e(h2e, vecs[k].reshape(shape), n, nelec, link)
        w = (np.asarray(w).reshape(shape) * allowed).ravel()
        alpha.append(vecs[k] @ w)
        for _ in range(2):
            w = w - vecs[:k + 1].T @ (vecs[:k + 1] @ w)
        beta.append(np.linalg.norm(w))
        if beta[-1] < 1e-8 or k == steps - 1:
            break
        vecs[k + 1] = w / beta[-1]
    e, u = eigh_tridiagonal(np.array(alpha), np.array(beta[:-1]))
    j = np.argmax(u[0]**2)
    assert beta[-1] * abs(u[-1, j]) < 1e-3    # residual, hartree
    x = (u[:, j] @ vecs[:len(alpha)]).reshape(shape)
    s2 = np.sum(x * contract_ss(x, n, nelec).reshape(shape))
    assert abs(s2 - spin_square) < 1e-4
    return e[j], u[0, j]**2, alpha[0]


def carbon_lines(h, eri):
    n = len(h)
    e0, state = frozen_core_state(h, eri)
    s2 = np.sum(state * contract_ss(state, n, (4, 2)).reshape(state.shape))
    assert abs(s2 - 2) < 1e-6
    w = removal_weights(state, n, (4, 2))
    quartet = np.asarray(des_b(state, n, (4, 2), 0))
    doublet = spin_parts(np.asarray(des_a(state, n, (4, 2), 0)),
                         n, (3, 2))[1]
    hi = main_line(quartet, h, eri, (4, 1), 3.75)
    lo = main_line(doublet, h, eri, (3, 2), 0.75)
    total = w.sum(axis=0)
    ratio = total[0] * hi[1] / (total[1] * lo[1])
    return e0, state, w, hi, lo, ratio


small_basis = [b for b in gto.basis.load("cc-pvdz", "C") if b[0] < 2]
large_basis = small_basis + [[0, [6.0, 1.0]], [1, [2.0, 1.0]]]
mol, coeff, h, eri = carbon_orbitals(large_basis)
n = len(h)
e0, state, w_m1, hi, lo, main_ratio = carbon_lines(h, eri)
sum_m1 = w_m1.sum(axis=0)

# the same atom with M = 0, made with the spin-lowering operator
lowered = sum(np.asarray(cre_b(des_a(state, n, (4, 2), p), n, (3, 2), p))
              for p in range(n)) / np.sqrt(2)
assert abs(np.sum(lowered**2) - 1) < 1e-6
w_m0 = removal_weights(lowered, n, (3, 3))
sum_m0 = w_m0.sum(axis=0)
for total in (sum_m1, sum_m0):
    assert np.allclose(total, [4 / 3, 2 / 3], atol=1e-6)

# unrelaxed splitting: Hamiltonian expectation values against 3K
det = np.zeros_like(state)
det[0, 0] = 1.0
parts = spin_parts(np.asarray(des_a(det, n, (4, 2), 0)), n, (3, 2))
h2e = absorb_h1e(h, eri, n, (3, 2), 0.5)
mean = [np.sum(p * np.asarray(contract_2e(h2e, p, n, (3, 2))).reshape(p.shape))
        / np.sum(p**2) for p in parts]
exchange = eri[0, 2, 0, 2]
assert abs(mean[1] - mean[0] - 3 * exchange) < 1e-8

# smaller basis: sensitivity, and the effect of correlating the 1s pair
_, _, h_s, eri_s = carbon_orbitals(small_basis)
ratio_small = carbon_lines(h_s, eri_s)[5]
_, open_core = ground_state(h_s, eri_s, len(h_s), (4, 2))
w_open = removal_weights(open_core, len(h_s), (4, 2)).sum(axis=0)

# ---------- sizes of neglected effects ----------
photon = 500.0                                # eV, chosen
bind_hi, bind_lo = (hi[0] - e0) * EV, (lo[0] - e0) * EV
split = bind_lo - bind_hi
assert split > 0
k_hi, k_lo = (np.sqrt(2 * (photon - b) / EV) for b in (bind_hi, bind_lo))
charge = np.sqrt(2 * bind_hi / EV)            # hydrogenic 1s of same binding
node, gw = np.polynomial.legendre.leggauss(80)
r_max = 40 / charge
r, gw = (node + 1) * r_max / 2, gw * r_max / 2


def dipole_squared(k):
    wave = np.array([float(mpmath.re(mpmath.coulombf(
        1, -charge / k, float(k * x)))) for x in r])
    bound = 2 * charge**1.5 * r * np.exp(-charge * r)
    return 2 / (np.pi * k) * np.sum(gw * bound * r * wave)**2


def closed_form(k):                           # up to a constant factor
    eta = charge / k
    return ((charge**2 + k**2)**-5 * np.exp(-4 * eta * np.arctan(1 / eta))
            / (1 - np.exp(-2 * np.pi * eta)))


d_hi, d_lo = dipole_squared(k_hi), dipole_squared(k_lo)
for k, d in ((k_lo, d_lo), (1.5 * k_hi, dipole_squared(1.5 * k_hi))):
    assert abs(d / d_hi / (closed_form(k) / closed_form(k_hi)) - 1) < 1e-6

x = np.linspace(-12, np.log(25), 3000)        # logarithmic radial grid
rad = np.exp(x)
points = np.column_stack([0.3 * rad, 0.4 * rad, np.sqrt(0.75) * rad])
p_orb = mol.eval_gto("GTOval_sph", points) @ coeff[:, 2:5]
radial2 = 4 * np.pi / 3 * np.sum(p_orb**2, axis=1)
dx = x[1] - x[0]
assert abs(np.sum(radial2 * rad**3) * dx - 1) < 1e-4
inv_r3 = np.sum(radial2) * dx
spin_orbit = const.fine_structure**2 / 2 * 6 * inv_r3 * EV
width = 0.1                                   # eV, rough lifetime width
spill = 0.5 - np.arctan(split / width) / np.pi
euv = const.h * const.c / 13.5e-9 / const.e
assert euv < bind_hi < photon

# ---------- output ----------
print("Carbon atom, 3P, S = 1; orbitals in basis:", n)
print(f"Photon energy, chosen: {photon:.1f} eV")
print(f"Photon energy at 13.5 nm: {euv:.2f} eV")
print("Weights, M=1, spin up removed: quartet, doublet:",
      f"{w_m1[0, 0]:.6f} {abs(w_m1[0, 1]):.6f}")
print("Weights, M=1, spin down removed: quartet, doublet:",
      f"{w_m1[1, 0]:.6f} {abs(w_m1[1, 1]):.6f}")
print("Summed weights, M=1: quartet, doublet:",
      f"{sum_m1[0]:.6f} {sum_m1[1]:.6f}")
print("Summed weights, M=0: quartet, doublet:",
      f"{sum_m0[0]:.6f} {sum_m0[1]:.6f}")
print(f"Ratio of summed intensities: {sum_m1[0] / sum_m1[1]:.6f}")
print(f"Exchange integral K(1s,2p): {exchange * EV:.4f} eV")
print(f"Unrelaxed splitting: {(mean[1] - mean[0]) * EV:.4f} eV")
print(f"Relaxed main-line splitting: {split:.4f} eV")
print(f"Binding energy, quartet main line: {bind_hi:.2f} eV")
print(f"Binding energy, doublet main line: {bind_lo:.2f} eV")
print(f"Photoelectron energy, quartet: {photon - bind_hi:.2f} eV")
print(f"Photoelectron energy, doublet: {photon - bind_lo:.2f} eV")
print(f"Mean minus main energy, quartet: {(hi[2] - hi[0]) * EV:.2f} eV")
print(f"Mean minus main energy, doublet: {(lo[2] - lo[0]) * EV:.2f} eV")
print(f"Main-line fraction F, quartet: {hi[1]:.4f}")
print(f"Main-line fraction F, doublet: {lo[1]:.4f}")
print(f"Fraction quotient F_hi/F_lo: {hi[1] / lo[1]:.4f}")
print(f"Main-line intensity ratio: {main_ratio:.4f}")
print(f"Main-line ratio, smaller basis ({len(h_s)} orbitals):",
      f"{ratio_small:.4f}")
print("Summed ratio with correlated 1s pair, smaller basis:",
      f"{w_open[0] / w_open[1]:.6f}")
print(f"Hydrogenic charge for dipole estimate: {charge:.3f}")
print(f"Dipole factor, quartet over doublet: {d_hi / d_lo:.4f}")
print(f"Main-line ratio with dipole factor: {main_ratio * d_hi / d_lo:.4f}")
print(f"2p mean inverse cube radius: {inv_r3:.3f} bohr^-3")
print(f"2p spin-orbit constant, bare nucleus: {spin_orbit * 1e3:.2f} meV")
print(f"Spin-orbit mixing scale (squared): {(spin_orbit / split)**2:.1e}")
print(f"Lifetime width, rough input: {width:.2f} eV")
print(f"Line area beyond the midpoint: {100 * spill:.2f} percent")
print("all good")
```

Output:

```
Carbon atom, 3P, S = 1; orbitals in basis: 13
Photon energy, chosen: 500.0 eV
Photon energy at 13.5 nm: 91.84 eV
Weights, M=1, spin up removed: quartet, doublet: 0.333333 0.666667
Weights, M=1, spin down removed: quartet, doublet: 1.000000 0.000000
Summed weights, M=1: quartet, doublet: 1.333333 0.666667
Summed weights, M=0: quartet, doublet: 1.333333 0.666667
Ratio of summed intensities: 2.000000
Exchange integral K(1s,2p): 0.4400 eV
Unrelaxed splitting: 1.3199 eV
Relaxed main-line splitting: 3.3308 eV
Binding energy, quartet main line: 296.63 eV
Binding energy, doublet main line: 299.96 eV
Photoelectron energy, quartet: 203.37 eV
Photoelectron energy, doublet: 200.04 eV
Mean minus main energy, quartet: 10.85 eV
Mean minus main energy, doublet: 9.44 eV
Main-line fraction F, quartet: 0.7201
Main-line fraction F, doublet: 0.7559
Fraction quotient F_hi/F_lo: 0.9526
Main-line intensity ratio: 1.9053
Main-line ratio, smaller basis (9 orbitals): 1.9047
Summed ratio with correlated 1s pair, smaller basis: 2.000014
Hydrogenic charge for dipole estimate: 4.669
Dipole factor, quartet over doublet: 0.9749
Main-line ratio with dipole factor: 1.8574
2p mean inverse cube radius: 1.241 bohr^-3
2p spin-orbit constant, bare nucleus: 5.39 meV
Spin-orbit mixing scale (squared): 2.6e-06
Lifetime width, rough input: 0.10 eV
Line area beyond the midpoint: 0.96 percent
all good
```
